Half-integer Fermi–Dirac integrals and their inverse by a pole-corrected trapezoidal rule

**Definitions and the accuracy required**

Let energy E and chemical potential η be measured in units of k_B T, and let

f(E) = 1/(1 + e^(E−η)).

The Fermi–Dirac integral of order j is

F_j(η) = [1/Γ(j+1)] ∫₀^∞ E^j f(E) dE, j = −1/2, 1/2, 3/2, …

A prime on f means d/dE. Since ∂f/∂η = −f′, integration by parts for j > 0 gives

Γ(j+1) dF_j/dη = ∫₀^∞ E^j (−f′) dE = j ∫₀^∞ E^(j−1) f dE.

The boundary term vanishes at both ends. With Γ(j+1) = jΓ(j), this becomes

dF_j/dη = F_(j−1), and ∫₀^∞ E^p (−f′) dE = Γ(p+1) F_(p−1) for p > 0.

The aim is a relative error below 10⁻¹² in F_j. For the inverse, which finds η from ν = F_j(η), the aim is an error below 10⁻¹² max(1, |η|). An absolute criterion is needed near η = 0, where a relative error in η has no useful meaning.

**The first naive scheme: one series on each side**

For η < 0, the Fermi function is a geometric series in e^(η−E). Integrating term by term, with ∫₀^∞ E^j e^(−kE) dE = Γ(j+1)/k^(j+1), gives

F_j(η) = Σ_(k≥1) (−1)^(k−1) e^(kη)/k^(j+1).

The terms alternate and decrease, so the truncation error is smaller than the first omitted term. For j = 1/2, requiring that term to be below 10⁻¹² F_j takes 12 terms at η = −2 but 200 at η = −0.1. For η > 0 the terms eventually grow and the series diverges.

The series for large positive η comes from a Laplace transform. For 0 < Re s < 1, put η = E + t:

∫_(−∞)^∞ e^(−sη) F_j(η) dη
= [1/Γ(j+1)] ∫₀^∞ E^j e^(−sE) dE ∫_(−∞)^∞ e^(−st)/(1+e^(−t)) dt
= s^(−j−1) π/sin(πs).

The t integral becomes ∫₀^∞ w^(s−1)/(1+w) dw = π/sin(πs) with w = e^(−t). Inversion gives, on a vertical line with 0 < Re s < 1,

F_j(η) = (1/2πi) ∫ e^(ηs) s^(−j−1) π/sin(πs) ds.

For η > 0 the line can be bent around the negative real axis, where s^(−j−1) has its cut. The partial-fraction form of the last factor is

π/sin(πs) = 1/s + 2s Σ_(l≥1) (−1)^(l−1)/(l²−s²).

Expanding in s, with A_n = Σ_(l≥1) (−1)^(l−1)/l^(2n) for n ≥ 1 and A₀ = 1/2, gives 2 Σ_(n≥0) A_n s^(2n−1). Hankel's integral, (1/2πi)∫e^(ηs)s^(−q)ds = η^(q−1)/Γ(q), then gives the Sommerfeld terms

t_n = 2A_n η^(j+1−2n)/Γ(j+2−2n).

The expansion in s holds only for |s| < 1, while the contour runs to infinity. The resulting series is therefore asymptotic, and its error needs a separate calculation.

**Why the Sommerfeld series cannot fill the gap**

Keep the terms n = 0, …, N−1 and set M = 2N−j−1 > 0. The part of π/sin(πs) left over is

2s^(2N−1) Σ_l (−1)^(l−1) l^(−2N)/(1−s²/l²).

On the two sides of the cut, s = u e^(±iπ), and the power of s in the integrand is M−1. The two sides combine into −sin[π(M−1)]/π = sin(πj)/π. Half-circles around each pole s = −l add a multiple of cos[π(M−1)], which is zero for half-integer j. The remainder is thus

R_N = (2 sin πj/π) Σ_l (−1)^(l−1) l^(−2N) P∫₀^∞ e^(−ηu) u^(M−1)/(1−u²/l²) du,

where P denotes the principal value. The reflection formula for Γ gives the first omitted term in the same form:

t_N = (2A_N sin πj/π) Γ(M)/η^M.

All such late terms have one sign, so the alternating-series error bound is unavailable. Their ratio is t_(N+1)/t_N ≈ M(M+1)/η². The smallest term therefore has M within about −1/2 to 3/2 of η.

Near this term only l = 1 matters at leading order, because the others carry l^(−2N). Then R_N/t_N is the principal-value average of 1/(1−u²) with weight e^(−ηu)u^(M−1). Write u = 1+δ and c = M−1−η. Up to a constant factor and corrections of higher order, the weight is

e^(−ηδ²/2) (1 + cδ + ηδ³/3).

The even Gaussian gives no principal value of 1/δ. The odd parts give ⟨1/δ⟩ = c + (η/3)(1/η) = M−η−2/3. Since 1/(1−u²) = −1/(2δ) + 1/4 + O(δ),

R_N/t_N = 7/12 − (M−η)/2 + O(1/η).

For large η this lies between about −1/6 and 5/6 at the smallest term. Stopping just before that term leaves an error smaller than the term itself. Stirling's formula gives its size for half-integer j:

|t_N| ≈ (2/π) √(2π/η) e^(−η).

For j = 1/2 and η = 20, eleven terms are kept and the first omitted one is 7.34×10⁻¹⁰. Here M = 20.5, so the predicted ratio is 1/3; the computed ratio is 0.3330.

The same stopping rule gives relative errors of 6.9×10⁻⁴ at η = 4 and 3.1×10⁻⁷ at η = 10. Stepping through integer η from 10 upward, the smallest term first falls below 10⁻¹² F_(1/2) at η = 23. This condition is sufficient but not necessary, because the error is only a fraction of that term. At η = 20 the error is 0.3330 × 7.34×10⁻¹⁰, and F_(1/2) ≈ 20^(3/2)/Γ(5/2) ≈ 67, so the relative error is still about 4×10⁻¹². The upper edge depends on the order: near η = 20 the relative error is 10⁻¹¹ to 10⁻¹⁰ for j = −1/2 and about 10⁻¹³ for j = 5/2. For j = 1/2, between slightly negative η and about η = 20, neither series as used here is an efficient twelve-digit method. Moderately degenerate conductors lie in that interval.

**The second naive scheme: equal steps**

A trapezoidal sum in E meets the endpoint singularity E^j. For j = −1/2 its first value is infinite. For j = 1/2, the rule on [0,h] replaces (2/3)h^(3/2) by (1/2)h^(3/2), apart from the smooth factor f. Neighbouring intervals also underestimate the concave square root, so they do not cancel this deficit. For twelve digits this h^(3/2) error requires h of about 3.5×10⁻⁸ at η = 0, 9×10⁻⁸ at η = 4 and 9×10⁻⁷ at η = 40.

The substitution E = x², dE = 2x dx removes the singularity:

I = Γ(j+1)F_j = 2∫₀^∞ x^(2j+1) f(x²) dx = ∫_(−∞)^∞ g(x) dx,

g(x) = x^(2j+1)/(1+e^(x²−η)).

The last equality uses the fact that 2j+1 is even and non-negative. The integrand is smooth on the whole line, so there is no endpoint at x = 0. For integer j the even extension would contain an odd power of |x|, and the scheme would lose this property.

The plain rule is

T_h = h Σ_(n=−∞)^∞ g(nh).

For j = 1/2 its relative errors are:

η = 4: 4.3×10⁻⁴ at h = 0.5; 2.1×10⁻⁸ at h = 0.25.
η = 40: 1.7×10⁻² at h = 0.5; 8.2×10⁻⁴ at h = 0.25.

Smoothness on the real line is not enough to make the rule uniformly good. The Fermi function has complex poles, and they approach the real x axis as degeneracy increases.

**The error is a pole sum**

Poisson summation and the evenness of g give

T_h − I = 2 Σ_(k≥1) ∫_(−∞)^∞ g(x) e^(2πikx/h) dx.

Move each contour upward to Im z = a, between poles. The geometric sum of the exponentials is

K(z) = Σ_(k≥1) e^(2πikz/h) = 1/(e^(−2πiz/h)−1).

Consequently,

T_h − I = 4πi Σ_p Res_p(g) K(p) + 2∫_(Im z=a) g(z)K(z) dz,

where p runs over the poles crossed. They satisfy z² = η + iπ(2n+1) for integer n. At a pole, the derivative of 1+e^(z²−η) is 2z e^(z²−η) = −2z, so the residue of g is −z^(2j)/2.

The poles in the upper half-plane occur in pairs z_n and −z_n*, with

z_n = √[η+iπ(2n+1)], n = 0, 1, 2, …

in the first quadrant. Because 2j is odd, (−z*)^(2j) = −(z^(2j))*, while K(−z*) = K(z)*. Let C_n = z_n^(2j)K(z_n). A pair then contributes

4πi(−1/2)(C_n − C_n*) = 4π Im C_n.

It remains to show that the integral on the raised line disappears. Choose a sequence of heights a such that, where x²−a² = η, the phase 2xa is 2πL with integer L. The Fermi denominator equals 2 there. At a displacement δ along the line,

z²−η = 2xδ + δ² + i(2πL+2aδ).

The phase first becomes odd in π near |δ| = π/(2a). Since x/a → 1 for large a, the real part there is close to ±π. The exponential then has modulus well away from one, so the denominator stays bounded away from zero. At larger displacements the modulus is farther still from one.

On this line g grows at most as a power of a where |x| is comparable with or less than a, and it decays as a Gaussian beyond. Since |K| ≤ 1/(e^(2πa/h)−1), the line integral tends to zero as a → ∞. Hence

T_h − I = 4π Σ_(n≥0) Im[z_n^(2j)/(e^(−2πiz_n/h)−1)].

This identity holds at finite h. Truncation and rounding enter only when its two infinite sums are evaluated.

**What the formula says about cost**

For η ≥ 0 and large 2π Im z₀/h, the first pole gives the error amplitude

|T_h−I| ≲ 4π|z₀|^(2j) e^(−2π Im z₀/h),

Im z₀ = √{[√(η²+π²)−η]/2}.

The actual error can be smaller because the pole sum contains an imaginary part, and hence a phase. For strongly negative η the pole heights crowd together near √|η|, many poles contribute comparably, and the first-pole estimate no longer describes the error. For η ≫ π, expansion of the inner square root gives Im z₀ ≈ π/(2√η). This is the thermal step seen in the new variable: a width of order one in E becomes a width of order 1/√η in x.

The plain rule must therefore use h proportional to 1/√η, apart from a logarithm. Its range in x also grows as √η, so at large η its node count grows nearly in proportion to η.

The corrected rule removes the known error instead of resolving the step:

F_j(η) = {T_h − 4π Σ_n Im[z_n^(2j)K(z_n)]}/Γ(j+1).

A fixed h = 0.25 is used. The positive nodes extend to just beyond x = √[max(η,0)+60], where the Fermi tail is about e^(−60) relative to its value at small x. The value at x = 0 is added once, and the positive nodes count twice.

The poles to keep have 2π Im z_n/h below 45+max(0,−η). The additional −η keeps the omitted poles negligible when F_j itself is of order e^η. It does not control rounding: as −η approaches (2π/h)² ≈ 632, the retained pole terms, of order e^(−2π√|η|/h), become larger than F_j and must cancel. In double precision the rule then loses twelve-digit accuracy, for j = 1/2 near η = −630 and for j = 5/2 already near η = −603. The first series needs only one term there. Let Y = h[45+max(0,−η)]/(2π). Separating z² into real and imaginary parts gives, for a pole at height y,

π(2n+1) = 2y√(η+y²).

It is sufficient to retain n from zero through the integer part of Y√(η+Y²)/π. If the square-root argument is negative, it is replaced by zero, which leaves only the harmless n = 0 term. At large η the pole count grows as √η, like the node count.

For j = 1/2, with the plain step chosen from the first-pole estimate to give relative error 10⁻¹², the positive-node counts are:

η = 4: plain 51; corrected 33, plus 2 poles.
η = 40: plain 173; corrected 41, plus 4 poles.
η = 1000: plain 2469; corrected 131, plus 19 poles.

Double-precision results from the corrected rule include

F_(1/2)(−2) = 0.129298513320,
F_(1/2)(0) = 0.765147024625,
F_(1/2)(4) = 6.51156759275,
F_(1/2)(40) = 190.453390376.

The errors were measured for orders −1/2 to 5/2 at η = −20, −2, 0, 4, 20, 40 and 1000. The reference was 30-digit tanh-sinh quadrature of ∫E^(j+1)(−f′)dE/Γ(j+2), except at η = 1000, where it was the Sommerfeld sum. The largest relative difference was 5.6×10⁻¹⁶. This figure describes those points, not a uniform bound for arbitrary η.

**An inverse that cannot overshoot repeatedly**

Newton's method applied directly to F_j(η) = ν must handle values ranging from exponentially small to large. Taking the logarithm gives the step

η_new = η + ln[ν/F_j(η)] F_j(η)/F_(j−1)(η).

Its global behaviour for j ≥ 1/2 follows from the concavity of ln F_j. Write F_j as a convolution of a(E) = E^j/Γ(j+1) for E > 0, zero otherwise, and b(t) = 1/(1+e^(−t)). Both are log-concave: (ln a)″ = −j/E² for E > 0, and (ln b)″ = −b(1−b).

For any d > 0, write the products of F_j as double integrals and combine the two orderings of E₁ and E₂:

F_j(η)² − F_j(η−d)F_j(η+d) = ∬_(E₁<E₂) B A dE₁dE₂,

B = b(η−E₁)b(η+d−E₂) − b(η−E₂)b(η+d−E₁),

A = a(E₁)a(E₂−d) − a(E₁−d)a(E₂).

In each difference, the first product has the two inner arguments and the second has the outer ones, with the same sum. Log-concavity makes both differences non-negative. Therefore ln F_j is concave.

The tangent to a concave function lies on or above it. The first Newton step consequently lands at the root or to its left, whatever the starting point. From the left, every later step moves right without passing the root. This increasing bounded sequence has a limit, and the step can vanish there only if F_j = ν. The positive slope at the root then gives the usual quadratic convergence. These statements concern exact arithmetic. Rounding limits the final steps, and a start far to the right of the root can send the first step out of the range where F_j can be evaluated: for j = 1/2, root −5 and start 200, it lands near −1489, where F_j underflows in double precision.

A practical start is ln ν for ν < 1 and [Γ(j+2)ν]^(1/(j+1)) otherwise, from the leading terms of the two series. The stopping rule is a step below 10⁻¹³ max(1,|η|). The proof does not cover j = −1/2: E^(−1/2) is not log-concave, and the required derivative is outside the convergent integral definition.

An input error changes the answer by

δη = [F_j/F_(j−1)] δν/ν.

The factor tends to one in the nondegenerate limit and to η/(j+1) in the strongly degenerate limit. In the latter case the relative error of η is about that of ν divided by j+1.

**Use in relaxation-time transport**

Consider a spin-degenerate, isotropic parabolic band of mass m and the linear Boltzmann equation with τ = τ₀E^r, where E remains in units of k_B T. For an electric field 𝓔, the change in occupation is

δf = −τ(−∂f/∂ε) **v**·[e𝓔 + ∇μ + (ε−μ)∇T/T],

where ε = k_B T E and μ = k_B T η. The current is the sum of −e**v**δf over states. At uniform T and μ, this gives the conductivity as e² times the integral of D(ε)(v²/3)τ(−∂f/∂ε), where D is the density of states. Since D ∝ √ε and v² = 2ε/m, the weight is E^(r+3/2)(−f′).

In atomic units, D = √2 m^(3/2)√ε/π². The density is

ρ = ∫D f dε = 2(mk_B T/2π)^(3/2) F_(1/2)(η).

Dividing the conductivity integral by this density, and using (3/2)Γ(3/2) = Γ(5/2), gives

σ = (ρτ₀/m) Γ(r+5/2)F_(r+1/2)/[Γ(5/2)F_(1/2)].

At zero current, e𝓔+∇μ = −⟨ε−μ⟩∇T/T. Here ⟨…⟩ is the average with the conductivity weight E^(r+3/2)(−f′), for which ⟨E⟩ = Γ(r+7/2)F_(r+3/2)/[Γ(r+5/2)F_(r+1/2)]. Defining S by 𝓔+∇μ/e = S∇T gives

S = −(k_B/e)[(r+5/2)F_(r+3/2)/F_(r+1/2) − η].

These formulas need r > −3/2, so that the exponent r+3/2 is positive. Integer r ≥ −1 therefore leads to half-integer orders from −1/2 upward. Half-integer r leads to integer orders, for which the present quadrature does not apply. The usual power laws for acoustic-phonon scattering (r = −1/2) and ionized-impurity scattering (r = 3/2) are of this kind, so only the density and its inversion carry over to them. The values r = 0 and r = 1 used below are model choices, not fits to a particular material.

Take round model parameters in atomic units: m = 0.3, k_B T = 0.001, ρ = 4×10⁻⁶ and τ₀ = 400. The temperature is about 316 K. The density prefactor is 6.598452×10⁻⁷, so

ν = 4×10⁻⁶/(6.598452×10⁻⁷) = 6.062028.

The Newton start is 4.019476. The next values are 3.786052, 3.791243 and 3.791246: one step to the left of the root, followed by an increase. Thus μ = 3.791246×0.001 = 0.003791 hartree, or 0.1032 eV. The conditioning factor is 2.859, so a 1% density change shifts η by about 0.029.

For r = 0, the conductivity is

σ = 4×10⁻⁶×400/0.3 = 0.005333 atomic units = 2.45×10⁴ S/m.

With F_(3/2) = 11.948331,

S = −[2.5×11.948331/6.062028 − 3.791246] k_B/e
= −1.1363 k_B/e = −97.9 μV/K.

For r = 1, F_(5/2) = 18.839120. The conductivity is larger by 2.5×11.948331/6.062028, giving 0.02628 atomic units, or 1.21×10⁵ S/m. The Seebeck coefficient is

S = −[3.5×18.839120/11.948331 − 3.791246] k_B/e
= −1.7273 k_B/e = −148.8 μV/K.

The extra power of E gives more weight to energetic carriers and increases the magnitude of S.

The limiting formulas show why the intermediate integrals are needed. In the nondegenerate limit, the ratio of Fermi integrals tends to one and η to ln ν. For r = 0 this would give S = −(2.5−ln ν)k_B/e = −0.698 k_B/e, about 39% too small in magnitude. In the degenerate limit, expand E^(3/2) about η and use ∫(E−η)²(−f′)dE ≈ π²/3. This gives S ≈ −π²k_B/(2eη). With the zero-temperature estimate η ≈ 4.019, the result is −1.228 k_B/e, about 8% too large in magnitude. These differences are relative to the full integral within the same band and scattering model.
